# Why Shrinking Copper Lines Fail Sooner Under Cap-Interface Electromigration

## Definitions and conventions

A copper line has width \(w\), height \(h\) and an insulating cap on its top face. Electrons enter at \(x=0\), the cathode end, where a via blocks the supply of copper atoms, and flow towards positive \(x\). Atoms drift the same way, so a void grows at \(x=0\).

The cap interface is a layer of thickness \(\delta\) and atomic diffusivity \(D\). The net force on an atom is written

\[
F=e\,(Z^*\rho)\,j ,
\]

with \(j\) the magnitude of the current density, \(\rho\) the resistivity and \(Z^*\) the size of the effective charge. The product \(Z^*\rho\) is held fixed. The larger part of the force is the electron wind, the momentum that the current delivers to an atom; the direct pull of the field opposes it. The wind is assumed to follow \(j\) and not the resistivity added by other scatterers, which is only approximate for atoms at a scattering wall.

The line fails when the void has emptied its full section over a critical length \(L_c\), about the via diameter:

\[
V_c=w\,h\,L_c .
\]

"Shrinking" means that \(w\), \(h\) and \(L_c\) are all multiplied by \(s<1\). Temperature, \(j\), \(D\) and \(\delta\) stay fixed unless stated. Stress \(\sigma\) is positive in tension and averaged over the section; \(\Omega\) is the atomic volume.

The example compares two lines at 573 K and 2.5 MA/cm². The large one has \(w=100\), \(h=200\), \(L_c=100\) nm; the small one has half of each.

## Contribution 1: the interface flux

Let an atom in the interface hop a distance \(a\) forwards or backwards at rates \(\Gamma e^{\pm Fa/2kT}\). Its mean speed is

\[
u=a\Gamma\left(e^{Fa/2kT}-e^{-Fa/2kT}\right)=2a\Gamma\sinh\frac{Fa}{2kT}\simeq\frac{\Gamma a^2F}{kT}.
\]

Without force the mean square displacement grows as \(2\Gamma a^2t\), which defines \(2Dt\). Hence \(D=\Gamma a^2\) and \(u=DF/kT\). The expansion needs \(Fa\ll kT\). Here \(F=10^{-3}\) eV/µm, so for \(a=0.25\) nm the ratio \(Fa/kT\) is about \(5\times10^{-6}\).

The interface has cross-section \(w\delta\) and holds \(1/\Omega\) atoms per volume. It removes

\[
\dot N=\frac{w\,\delta}{\Omega}\frac{DF}{kT}
\]

atoms per second. This falls as \(s\), because the width shrinks and the thickness does not.

## Contribution 2: the volume to be emptied

The void needs \(N_c=whL_c/\Omega\) atoms removed, a number that falls as \(s^3\). Dividing,

\[
t_0=\frac{N_c}{\dot N}=\frac{h\,L_c\,kT}{\delta DF}=\frac{L_c}{v},\qquad v=\frac{\delta}{h}\frac{DF}{kT}.
\]

The width cancels: a wider line has more interface and, in proportion, more copper. The height does not cancel, since a taller line has more copper under the same interface. One factor \(s\) in the life comes from \(h\) and one from \(L_c\), so \(t_0\propto s^2\).

With \(\delta=0.5\) nm and \(D=4.43\times10^{-11}\) cm²/s \(=4.43\times10^{3}\) nm²/s, and \(F/kT=10^{-3}/0.0494\) per µm \(=2.02\times10^{-5}\) per nm, the large line has

\[
v=\frac{0.5}{200}\times4.43\times10^{3}\times2.02\times10^{-5}\ \text{nm/s}\simeq0.81\ \text{nm/h}.
\]

| | Large | Small |
|---|---|---|
| Interface flux, atoms/s | 380 | 190 |
| Atoms to remove | \(1.70\times10^8\) | \(2.12\times10^7\) |
| Drift life \(t_0\), h | 124 | 31 |

The flux is halved, the task is divided by eight, and the life is divided by four. The small line fails sooner although its interface carries fewer atoms per second.

If the current, not \(j\), is held fixed, \(j\) rises as \(1/s^2\) and the drift life falls as \(s^4\): a factor of 16 on halving, at unchanged temperature.

## Control: let the whole section carry atoms

If every part of the section had diffusivity \(D\), the flux would be \(wh\,DF/(\Omega kT)\), falling as \(s^2\). Then

\[
t=\frac{whL_c/\Omega}{wh\,DF/(\Omega kT)}=\frac{L_c\,kT}{DF}\propto s .
\]

The height has dropped out. A hopping model with the section divided into 0.5 nm rows illustrates this difference. It lets atoms spread evenly over the rows, so it restates the counting above. In a real line, lattice diffusion with a barrier near 2 eV covers only a few nanometres within the life, and atoms must reach the cap by a faster route, such as the void surface. When the cap row alone drifts, halving the line divides the life by 4.00; when all rows drift, by 2.00.

Real lines have several paths in parallel. With liner diffusivity \(D_l\) on two sides and the bottom, grain-boundary diffusivity \(D_g\) at spacing \(d\), and lattice diffusivity \(D_b\), adding the fluxes and dividing by \(wh\) gives

\[
v=\frac{F}{kT}\left[\frac{\delta D}{h}+\delta D_l\left(\frac2w+\frac1h\right)+\frac{\delta D_g}{d}+D_b\right],
\]

if all thin paths have thickness \(\delta\). For rough barriers of 0.95 eV (cap), 1.10 eV (grain boundaries) and 1.30 eV (liner), equal prefactors, negligible lattice diffusion and \(d=w\), the cap carries 91% in both lines. This share is sensitive to the assumed barriers: with a grain-boundary barrier of 1.0 eV it falls to 58%, and with 0.9 eV to 15%. The grain-boundary term also assumes boundaries that run continuously along the line. The share hardly changes because the other thin paths also gain as \(1/s\). The square law therefore belongs to any fixed-thickness path whose spacing shrinks with the line; a speed proportional to \(1/h\) at fixed width is what points to the cap, since grain-boundary transport with \(d=w\) would not depend on height, and liner transport would do so only through its bottom face.

## Contribution 3: opening the void

Before a void exists, removed atoms leave tension behind. Tension attracts atoms, adding a force \(\Omega\,\partial\sigma/\partial x\) to \(F\). With \(G=F/\Omega\), the volume flux per unit section is

\[
q=v\left(1+\frac1G\frac{\partial\sigma}{\partial x}\right).
\]

A missing volume fraction \(\epsilon\) produces tension \(B\epsilon\), where \(B\) is an effective modulus of copper and its surroundings. Since \(\partial\epsilon/\partial t=\partial q/\partial x\),

\[
\frac{\partial\sigma}{\partial t}=\frac{\partial}{\partial x}\left[\kappa\left(\frac{\partial\sigma}{\partial x}+G\right)\right],\qquad \kappa=\frac{vB}{G}.
\]

At the blocked end \(q=0\), so \(\partial\sigma/\partial x=-G\). For zero initial stress in a long line, the slope itself obeys the diffusion equation and equals \(-G\,\mathrm{erfc}(x/2\sqrt{\kappa t})\). Integrating inwards from the unstressed far region and using \(\int_0^\infty\mathrm{erfc}(z)\,dz=1/\sqrt\pi\),

\[
\sigma(0,t)=2G\sqrt{\frac{\kappa t}{\pi}},\qquad t_{\rm open}=\frac{\pi\sigma_c^2}{4G^2\kappa}
\]

for an opening stress \(\sigma_c\).

This time is not simply added to \(t_0\). Let \(X\) be the void length and \(S=\int\sigma\,dx/B\) the missing length stored as tension near the cathode. Far away \(q=v\), so \(dS/dt=v-q(0)\), while \(dX/dt=q(0)\). Adding and integrating from zero gives

\[
X=vt-S .
\]

Suppose the void surface is at zero stress. Since \(\sigma\ge0\) inside, \(S\ge0\) and \(X\le vt\). After opening, the stress rises from zero into the line, so \(q(0)\ge v\) and \(S\) cannot grow beyond its opening value \(vt_{\rm open}\). Setting \(X=L_c\),

\[
\frac{L_c}{v}\le t_f\le\frac{L_c}{v}+t_{\rm open}.
\]

The void recovers most of the waiting time by swallowing the stored deficit. With \(B=20\) GPa, \(\sigma_c=40\) MPa and \(G=13.6\) MPa/µm, the formula gives opening times of 5.7 and 2.9 h (the discretised solution opens slightly late, at 5.76 h in the large line), but the numerical stress solution gives lives of 124.4 and 31.3 h, within 1.3% of \(t_0\). Their ratio is 3.97.

## Contribution 4: back stress in a finite line

If the far end is blocked too, drift can stop. With zero stress at the void, \(q=0\) requires \(\sigma=-Gx\). The displaced copper is held as compression, and for line length \(L\)

\[
X_{\max}=\frac1B\int_0^LGx\,dx=\frac{GL^2}{2B}.
\]

Without initial stress, a line shorter than \(\sqrt{2BL_c/G}\) does not reach the critical void. This is 12 µm for the small line. Initial tension, treated below, lengthens the final void and so shortens this safe length. For a void surface free of stress and no initial tension, the safe length falls as \(\sqrt s\) at fixed \(j\), so the smaller critical void also weakens this protection. With the full capillary tension \(p\) of the next section, \(X_{\max}=(GL^2/2-pL)/B\), and the safe lengths become 21 µm for the large line and 22 µm for the small one, so the trend disappears.

## Contribution 5: capillarity, which opposes the trend

So far the void surface was free of stress, with opening at a weak flaw. A void that advances by \(dx\) and leaves a copper film on all four walls creates area \(2(w+h)\,dx\). Equating its energy, at surface energy \(\gamma\), to the work \(p\,wh\,dx\) of the tension gives

\[
p=2\gamma\left(\frac1w+\frac1h\right).
\]

For \(\gamma=1.7\) J/m² this is 51 MPa in the large line and 102 MPa in the small one, both above the assumed 40 MPa. This is an upper estimate for a front spanning the section: a wall sheds its film where that lowers the energy.

If the void must both open and grow at tension \(p\), the lives become 175 and 77 h, and their ratio drops from 4 to 2.3. Capillarity delays the small line more, in proportion, because \(p\) is larger and \(L_c\) smaller.

The trend can even reverse. Life cannot be shorter than \(t_{\rm open}=\pi p^2/(4G^2\kappa)\). Here \(p^2\propto s^{-2}\) and \(\kappa\propto s^{-1}\), so this time grows as \(s^{-1}\). Below a width of roughly 30 nm in this example, at test conditions, full wetting without initial tension would make smaller lines last longer. The square law is a drift limit, not a universal law.

## Contribution 6: initial tension, which helps the void

Cooling below the stress-free temperature leaves tension \(s_T\) in the copper. Take a void open from the start with zero surface stress, in a line much longer than \(\sqrt{\kappa t}\). Measured from \(s_T\), the surface is held at \(-s_T\), and the stress change is \(-s_T\,\mathrm{erfc}(x/2\sqrt{\kappa t})\). Putting its integral into \(X=vt-S\) gives

\[
X=vt+\frac{2s_T}{B}\sqrt{\frac{\kappa t}{\pi}} .
\]

When the second term dominates, \(t\simeq\pi B^2L_c^2/(4s_T^2\kappa)\propto L_c^2h\propto s^3\). Capillarity replaces \(s_T\) by \(s_T-p\) when this is positive.

Assume a stress-free point of 623 K and 1 MPa of tension per kelvin below it. In the test, \(s_T=50\) MPa, and the life ratio with capillarity becomes 2.5. At 378 K and 1 MA/cm², \(s_T=245\) MPa. Drift alone would give 473 and 118 years; with both stresses the model gives 76 and 18 years, a ratio of 4.25. By then drift has supplied about \(76/473=16\%\) and \(18/118=15\%\) of the critical length, and released tension the rest. The tension limit predicts

\[
8\left(\frac{245-102}{245-51}\right)^2\simeq4.3 ,
\]

which accounts for the ratio. Its closeness to 4 is a coincidence of these parameters, not a sign that drift controls the life.

## Two smaller corrections

**Joule heating.** For an isolated wire of equivalent radius \(r=\sqrt{wh/\pi}\), at depth \(H\) from a flat heat sink, an image source of opposite sign gives

\[
\Delta T=\frac{\rho j^2wh}{2\pi k_{\rm th}}\,\mathrm{arcosh}\frac Hr .
\]

With \(\rho=4\) µΩ cm, \(H=1\) µm and \(k_{\rm th}=1\) W/(m K), the rises are 0.26 and 0.08 K, costing 0.81% and 0.25% of the drift life. The equal-area circle overestimates the rise of the rectangular section by about 3%. Dense, jointly powered wiring would run hotter.

**Direct force.** Added resistivity \(\Delta\rho\) raises the electric field by \(\Delta\rho\,j\). On an ion of direct charge \(+e\) this opposes the wind and lowers \(F\) by the fraction \(\Delta\rho/(Z^*\rho)\). A rough rise of 0.8 µΩ cm on halving the line gives \(0.8/4=20\%\). This holds the wind fixed and is a high estimate. With these numbers the wind is twice the net force, and with diffusely scattering walls and a mean free path near 18 nm the electron current at the cap, per unit mean \(j\), rises by about 3% on halving, which would cut the loss to roughly 14%. Together with full capillarity, and no thermal tension, this lowers the life ratio to 1.65. The small line still fails first.

## Weighing the result against real lines

The parameters are rough values for copper interconnects with a dielectric cap in an accelerated test. One insecure assumption, with a large effect on the life ratio, is a void surface free of stress in a line free of initial tension. At test conditions, full capillarity moves the ratio from 4 to about 2.3, or 2.5 with thermal tension as well, whereas thermal tension alone would raise it to about 4.6. In use, the two together divide the small line's drift life by nearly seven. Real lines also scatter in grain structure and flaws, so these single lives are not failure-time distributions.

A cap that lowers \(D\) lengthens the drift life until another path takes over. Here the other paths supply 9% of the transport, so removing the cap path entirely would make the drift life about eleven times that with all paths present, at unchanged force and critical volume. With a grain-boundary barrier of 1.0 eV instead of 1.10 eV the gain would be only a factor of 2.4. Shrinking would still shorten it: the remaining transport in this example is mainly along grain boundaries, whose spacing was assumed to shrink with the line.

The numerical output below lists the values for both lines.

## Calculated quantities

```
test temperature 573.15 K, j 2.5 MA/cm2
cap thickness 0.5 nm, barrier 0.95 eV
cap prefactor 1.00e-02 cm2/s
cap diffusivity 4.431e-11 cm2/s
Z* rho 4.0 uohm cm
force on an atom 1.000e-03 eV/um
kT 0.04939 eV, atomic volume 0.0118 nm3
modulus 20 GPa, opening stress 40 MPa
stress gradient G 13.58 MPa/um
large: w 100, h 200, Lc 100 nm
large: interface flux 380.2 atoms/s
large: critical volume 2.000e+06 nm3
large: atoms to remove 1.695e+08
large: drift speed 0.807 nm/h
large: drift life 123.84 h
large: void opens at 5.76 h
large: life with stress 124.38 h
large: cap share of transport 90.9 %
large: capillary stress 51 MPa
large: Joule heating 0.256 K, life loss 0.81 %
small: w 50, h 100, Lc 50 nm
small: interface flux 190.1 atoms/s
small: critical volume 2.500e+05 nm3
small: atoms to remove 2.119e+07
small: drift speed 1.615 nm/h
small: drift life 30.96 h
small: void opens at 2.87 h
small: life with stress 31.34 h
small: cap share of transport 90.9 %
small: capillary stress 102 MPa
small: Joule heating 0.078 K, life loss 0.25 %
life ratios large/small (no unit):
  hopping, cap path 4.000
  hopping, whole section 2.000
  with stress and void opening 3.969
  drift at fixed current 16.00
  with capillarity 2.26
  capillarity and thermal tension 2.47
  capillarity and direct force 1.65
life with capillarity: large 174.7 h, small 77.2 h
thermal tension in test 50 MPa
added resistivity 0.8 uohm cm, force loss 20 %
small line safe below length 12.1 um
use: 378.15 K, 1.0 MA/cm2, tension 245 MPa
use, drift alone: large 473, small 118 years
use, with stresses: large 75.7, small 17.8 years
use, life ratio with stresses 4.25
```
